\section*{Electron Sheet Density at a Head-to-Head Ferroelectric Wall}

\section*{Problem}

A ferroelectric crystal contains two uniform domains that meet at a flat wall, the plane $x=0$. The polarization has magnitude $P=0.26\ \mathrm{C/m^2}$ and points towards the wall on both sides:
\begin{equation}
P_x=+P\quad (x<0),\qquad P_x=-P\quad (x>0).
\end{equation}
Away from a thin transition layer, the electric field is to vanish in both domains. Short-circuited electrodes screen the outer faces of the crystal, and electrons are the only free charge at the wall.

\begin{enumerate}
\item What is the bound charge per unit wall area?
\item How many electrons per square centimetre compensate it?
\item Could the wall exist without them?
\end{enumerate}

Here $e>0$ is the elementary charge, so an electron carries $-e$, and $P$ is the spontaneous polarization in zero field.

\section*{Hints}

\begin{enumerate}
\item Polarization is charge displaced through unit area. Compare what enters a thin slab with what leaves it.
\item Integrate across the whole wall. Only the end values of $P_x$ matter.
\item Gauss's law for $D=\varepsilon_0E+P_x$ involves free charge alone.
\item For the last question, compare the field of the bare bound charge with the largest opposing field that the polarization can withstand.
\end{enumerate}

\section*{Full solution}

\subsection*{1. Bound charge}

Let the polarization grow from a non-polar state. By the end, a charge $P_x(x)$ per unit area has crossed the plane at $x$ in the $+x$ direction. A slab between $x$ and $x+dx$ has gained $P_x(x)$ through its left face and lost $P_x(x+dx)$ through its right face. Its charge density is therefore
\begin{equation}
\rho_b=\frac{P_x(x)-P_x(x+dx)}{dx}=-\frac{dP_x}{dx}.
\end{equation}
Integration from deep in the left domain to deep in the right domain gives
\begin{equation}
\sigma_b=-\int\frac{dP_x}{dx}\,dx=-\bigl[(-P)-(+P)\bigr]=+2P .
\end{equation}
Each domain delivers $P$ to the wall, which explains the factor of two. The shape and thickness of the transition drop out. For the given polarization, $\sigma_b=52\ \mathrm{\mu C/cm^2}$.

\subsection*{2. Compensating electrons}

Gauss's law contains bound and free charge:
\begin{equation}
\varepsilon_0\frac{dE}{dx}=\rho_b+\rho_f=-\frac{dP_x}{dx}+\rho_f
\quad\Longrightarrow\quad
\frac{d}{dx}(\varepsilon_0E+P_x)=\rho_f .
\end{equation}
Integrated across the wall, this says that the jump of $D$ equals the free sheet charge $\sigma_f$. Since $E=0$ in both domains, $D=+P$ on the left and $D=-P$ on the right. With $\sigma_f=-en_s$,
\begin{equation}
-en_s=(-P)-(+P)=-2P
\quad\Longrightarrow\quad
n_s=\frac{2P}{e}.
\label{main}
\end{equation}
The numbers are
\begin{equation}
n_s=\frac{2(0.26\ \mathrm{C/m^2})}{1.602\times10^{-19}\ \mathrm{C}}
=3.25\times10^{18}\ \mathrm{m^{-2}}
=3.25\times10^{14}\ \mathrm{cm^{-2}},
\end{equation}
where $1\ \mathrm{m^2}=10^4\ \mathrm{cm^2}$. For a square cell face of edge $0.4\ \mathrm{nm}$, this is $0.52$ electron per cell area. The electrons may be spread over many cells in depth; equation~\eqref{main} fixes their number per wall area, not their volume density.

\subsection*{3. The wall without electrons}

If the polarization stayed rigid, the bare sheet $2P$ would produce a field of magnitude
\begin{equation}
\frac{\sigma_b}{2\varepsilon_0}=\frac{P}{\varepsilon_0}=294\ \mathrm{MV/cm}
\end{equation}
on each side. It points away from the positive wall and thus against the polarization in both domains.

A simple mean-field model shows how much opposing field the polarization can bear. Let $p$ be the local polarization magnitude and take the Landau energy density
\begin{equation}
w(p)=-\frac A2p^2+\frac B4p^4,\qquad
E_{\parallel}=\frac{dw}{dp}=-Ap+Bp^3,
\end{equation}
where $E_\parallel$ is the field along the polarization. Zero field at $p=P$ requires $B=A/P^2$. The slope there is $-A+3BP^2=2A$. It must equal $1/(\varepsilon_0\chi)$, where $\chi$ is the susceptibility, so $A=1/(2\varepsilon_0\chi)$. The opposing field $F=-E_\parallel$ is
\begin{equation}
F(p)=\frac{p}{2\varepsilon_0\chi}\left(1-\frac{p^2}{P^2}\right).
\label{landau}
\end{equation}
Its maximum follows from $1-3p^2/P^2=0$, or $p=P/\sqrt3$:
\begin{equation}
F_{\max}=\frac{1}{2\varepsilon_0\chi}\,\frac{P}{\sqrt3}\,\frac23
=\frac{P}{3\sqrt3\,\varepsilon_0\chi}.
\end{equation}
With $\chi=100$, $F_{\max}=0.565\ \mathrm{MV/cm}$, about 500 times smaller than the bare-wall field.

Nor does a partly reduced polarization help. Without free charge, $D$ is continuous; mirror symmetry makes it opposite on the two sides, so $D=0$ and $p=\varepsilon_0F(p)$. For $p\neq0$ this would require $1=(1-p^2/P^2)/(2\chi)$, which is impossible for $\chi=100$. In this model, the symmetric uncompensated wall cannot support polarized domains.

\section*{Variation 1: an inclined wall}

\textbf{Question.} How does the density change if the polarization is not parallel to the wall normal?

\textbf{Solution.} Let the unit normal $\hat{\boldsymbol\nu}$ point from domain 1 to domain 2. In three dimensions $\rho_b=-\nabla\cdot\mathbf P$. Integrating over a flat box that encloses unit wall area gives
\begin{equation}
\sigma_b=-(\mathbf P_2-\mathbf P_1)\cdot\hat{\boldsymbol\nu}
=(\mathbf P_1-\mathbf P_2)\cdot\hat{\boldsymbol\nu}.
\end{equation}
For antiparallel domains with the normal tilted by $\theta$ from $\mathbf P_1$, both terms contribute $P\cos\theta$, so
\begin{equation}
n_s=\frac{2P\cos\theta}{e}.
\end{equation}
At $\theta=30^\circ$ this is $2.81\times10^{14}\ \mathrm{cm^{-2}}$. At $\theta=90^\circ$ the wall is neutral.

In a symmetric $90^\circ$ head-to-head wall, the two polarizations are perpendicular and each makes $45^\circ$ with the normal. Each side contributes $P/\sqrt2$, and
\begin{equation}
n_s=\frac{\sqrt2\,P}{e}=2.295\times10^{14}\ \mathrm{cm^{-2}}.
\end{equation}
If both polarizations are reversed, the wall becomes tail-to-tail, $\sigma_b$ changes sign, and positive free charge is needed.

\section*{Variation 2: a crystal of finite length}

\textbf{Question.} Return to the untilted wall. An electrode lies a distance $L=1000\ \mathrm{nm}$ from it on each side. At the electrode, the conduction-band edge is $\Phi=3\ \mathrm{eV}$ above the Fermi level. How complete is the compensation in equilibrium, and how thick is the electron layer?

\textbf{Missing electrons.} The band edge must fall by $\Phi$ before electrons can collect at the wall. This requires a residual field $F\simeq\Phi/(eL)$ that points away from the wall. To first order it reduces the polarization to $P-\varepsilon_0\chi F$. The component of $D$ towards the wall is then
\begin{equation}
D=P-\varepsilon_0\chi F-\varepsilon_0F
=P-\varepsilon_0(1+\chi)F .
\end{equation}
The two sides together give $en=2D$, so the density falls short of $2P/e$ by
\begin{equation}
\Delta n\simeq\frac{2\varepsilon_0(1+\chi)\Phi}{e^2L},
\end{equation}
or $1.03\%$ of the ideal value. A numerical solution of the equations below gives $1.06\%$, hence $n=3.21\times10^{14}\ \mathrm{cm^{-2}}$. Part of the difference arises because the electron layer shortens the path over which the band falls, raising the residual field from $0.0300$ to $0.0304\ \mathrm{MV/cm}$. The rest comes from the curvature of equation~\eqref{landau}. For $L=10\,000\ \mathrm{nm}$ and the same $\Phi$, the computed shortfall is $0.104\%$, close to the expected $1/L$ scaling.

\textbf{Layer thickness.} Let $s$ increase towards the wall, and let $\mu$ be the Fermi energy measured from the local band edge. For a parabolic band of mass $m$ at zero temperature, the filled sphere has radius $k=\sqrt{2m\mu}/\hbar$. With two spins,
\begin{equation}
n_v=2\,\frac{4\pi k^3/3}{(2\pi)^3}
=\frac{(2m\mu)^{3/2}}{3\pi^2\hbar^3}
\end{equation}
is the volume density. Gauss's law and the slope of the band edge give
\begin{equation}
\frac{dD}{ds}=-en_v,\qquad \frac{d\mu}{ds}=eF
\quad\Longrightarrow\quad n_v\,d\mu=-F\,dD .
\end{equation}
Here $D=p-\varepsilon_0F$. Integrate from the outer edge of the layer, where $\mu=0$, to the centre, where $p=F=0$. If the small residual field at the outer edge is neglected, $p$ starts at $P$ and the term $\varepsilon_0F\,dF$ integrates to zero. Since $n_v\propto\mu^{3/2}$, the left side is $\frac25n_0\mu_0$, with subscript 0 for the centre:
\begin{equation}
\frac25n_0\mu_0=\int_0^P F(p)\,dp
=\frac{1}{2\varepsilon_0\chi}\left(\frac{P^2}{2}-\frac{P^2}{4}\right)
=\frac{P^2}{8\varepsilon_0\chi}.
\end{equation}
The electron pressure balances the Landau energy barrier, here $9.54\ \mathrm{J/cm^3}$. For the free-electron mass, $\mu_0=0.255\ \mathrm{eV}$ and $n_0=5.8\times10^{20}\ \mathrm{cm^{-3}}$. The numerical profile holds $90\%$ of the electrons within about $9\ \mathrm{nm}$. With three times the mass and all other inputs fixed, this width is $4.6\ \mathrm{nm}$, while the sheet density changes by only $0.007\%$.

\textbf{Limits of the profile.} At $300\ \mathrm K$ the thermal energy is $0.10\,\mu_0$: the centre is degenerate, but the dilute edges are thermally smeared. The smearing matters more for the heavier mass, whose central Fermi energy is only $0.13\ \mathrm{eV}$; its zero-temperature width is then an underestimate. The electrons are treated semiclassically, without quantum confinement; their Fermi wavelength at the centre is $2.4\ \mathrm{nm}$, about a quarter of the layer width. The model also omits the energy cost of polarization gradients. For a rough coefficient $g=10^{-10}\ \mathrm{J\,m^3/C^2}$, the density $\frac12g(dp/ds)^2$ at the centre, with $dp/ds\simeq-en_0$, is about $5\%$ of the Landau barrier for the free mass. The share grows as $g\,n_0^2$: it is about $17\%$ for three times the mass. The longitudinal coefficient of a real titanate, the one that acts at a head-to-head wall, may also be several times this $g$. The neglected term then widens the layer noticeably, though it leaves the sheet density essentially unchanged.

\textbf{Supply of electrons.} Equilibrium does not say how the electrons arrive. Direct tunnelling from the electrode meets a triangular barrier, whose probability exponent for the free mass is
\begin{equation}
\frac2\hbar\int_0^{\Phi/(eF)}\!\sqrt{2m(\Phi-eFx)}\,dx
=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3e\hbar F}
\simeq1.2\times10^4 .
\end{equation}
The factor $\exp(-1.2\times10^4)$ rules out this route here. Thermal injection over the $3\ \mathrm{eV}$ barrier is ruled out too: at $300\ \mathrm K$ its Boltzmann factor is below $10^{-50}$. Donors or light could supply the electrons, as could injection from a contact with a much lower barrier.

\textbf{Comparison with real crystals.} The polarization and susceptibility are rough values for tetragonal perovskite titanates of moderate polarization near room temperature, while $\Phi$ is set near the band gap, above the barrier of many metal contacts. Some titanates have a polarization several times larger, and $n_s$ grows in proportion. The layer thickness carries over less well. The quartic Landau energy describes a continuous transition, whereas that of barium titanate is first-order; its energy barrier can be several times lower than the one found here, which makes the electron layer thicker. The model also keeps the polarization along the wall normal, whereas in a multiaxial crystal it can turn partly into the wall plane, as far as elastic clamping allows. It uses one isotropic band, whereas the titanate conduction band consists of several anisotropic $d$ bands. The shortfall $\Delta n$ scales with $1+\chi$, so a crystal with twice the susceptibility misses about twice as many electrons. The assumption most open to doubt is that electrons are the only compensating charge. Negatively charged defects at the wall replace electrons one for one per elementary charge, so if they carry half the charge, the electron density is halved. Warming by $10\ \mathrm K$, with a rough fall in $P$ of $0.02\ \mathrm{\mu C/cm^2}$ per kelvin, lowers $n_s$ by about $0.8\%$. The residual field of $0.03\ \mathrm{MV/cm}$ deserves more caution: it exceeds the switching field of good bulk crystals, roughly $0.001\ \mathrm{MV/cm}$, and opposes the polarization in both domains. Such a short bulk-like domain could therefore switch or its wall could move, which this static calculation does not describe.

\section*{Computed results}
\begin{verbatim}
Polarization on each side: 26 uC/cm2
Same polarization in SI: 0.26 C/m2
Elementary charge: 1.602177e-19 C
Bound wall charge 2P: 52 uC/cm2
Bound charge from lattice sum: 52.002 uC/cm2
IDEAL ELECTRON SHEET DENSITY: 3.246e+14 cm^-2
Same density in SI: 3.246e+18 m^-2
Cell edge (rough): 0.4 nm
Electrons per cell area: 0.519 (number)
Tilt of wall normal from P: 30 degrees
Density for tilted 180-degree wall: 2.811e+14 cm^-2
Density for 90-degree head-to-head wall: 2.295e+14 cm^-2
Susceptibility (rough): 100 (number)
Bare-wall field for rigid P: 293.6 MV/cm
Largest opposing field in Landau model: 0.565 MV/cm
Band-edge height at electrode (rough): 3 eV
Domain length: 1000 nm
Residual domain field: 0.0304 MV/cm
Equilibrium electron density: 3.2111e+14 cm^-2
Missing share, computed: 1.062 percent
Missing share, estimate: 1.032 percent
Longer domain length: 10000 nm
Missing share, longer domain: 0.104 percent
Landau energy barrier: 9.544 J/cm3
Effective mass / free mass: 1.0 (number)
Peak electron density: 5.842e+20 cm^-3
Fermi energy at wall centre: 0.255 eV
Width holding 90 percent of electrons: 8.95 nm
Heavier mass / free mass: 3.0 (number)
Width with heavier mass: 4.63 nm
Peak density with heavier mass: 1.129e+21 cm^-3
Count change with heavier mass: 0.007 percent
Temperature: 300 K
Thermal energy / central Fermi energy: 0.101 (number)
Fermi wavelength at centre: 2.43 nm
Gradient coefficient (rough): 1.0e-10 J m3/C2
Gradient energy / Landau barrier: 0.046 (number)
Fall of P per kelvin (rough): 0.020 uC/(cm2 K)
Density fall for 10 K warming: 0.77 percent
Tunnelling exponent through domain: 1.168e+04 (number)
\end{verbatim}
